Pinning Voltage of a Fully Depleted n Layer Between p Regions

Q: You say that an n layer buried between two p regions has a "pinning voltage". A voltage needs two terminals, and nobody has put a contact on the buried layer. What is the quantity?

A: It is a difference between two quasi-Fermi levels. Both p regions are grounded, so their holes share one level, E_p. The electrons in the n layer have their own level, E_n. I use atomic units (e = ħ = m_e = 1, 4πε0 = 1), so an electron at potential φ has potential energy −φ. The reverse bias is

V = E_p − E_n.

Removing electrons from the layer lowers E_n and raises V. The pinning voltage V_pin is the V at which the last quasi-neutral slice of the layer disappears. In a photodiode the removal happens through a transfer gate, and light then refills the layer and brings V down again.

Q: Then V is not the electrostatic potential difference. How are they connected?

A: By the carrier densities. With Boltzmann statistics, and energies counted from the intrinsic level at φ = 0,

n = n_i exp[(φ + E_n)/kT],
p = n_i exp[−(φ + E_p)/kT].

In the neutral p region p = N_A, the acceptor density, so φ_p = −E_p − kT ln(N_A/n_i). In a neutral part of the layer n = N_D, the donor density, so φ_n = −E_n + kT ln(N_D/n_i). Subtracting,

φ_n − φ_p = V + V_bi, V_bi = kT ln(N_A N_D/n_i²).

This assumes full ionization and one band structure throughout. From here on I measure φ from the neutral top p region.

Q: Now solve Poisson's equation. I want to see where each factor of two comes from.

A: Take one dimension, with the layer in 0 < x < d and abrupt junctions at both ends. The equation is

φ'' = −4πρ/ε,

where ε is the relative permittivity. I assume that depleted regions hold no mobile charge. At the top junction the p side is depleted over −x_p < x < 0, where ρ = −N_A. Both φ and φ' vanish at x = −x_p, because the region beyond is neutral. Two integrations give

φ' = (4πN_A/ε)(x + x_p),
φ = (2πN_A/ε)(x + x_p)².

On the n side ρ = +N_D. There is no sheet charge at the junction and ε is the same on both sides, so φ' is continuous:

φ' = (4π/ε)(N_A x_p − N_D x).

The field must vanish at the edge x = x_1 of the neutral part of the layer, so

N_A x_p = N_D x_1.

The two depleted charges balance. The potential drops are then

p side: 2πN_A x_p²/ε = (2πN_D x_1²/ε)(N_D/N_A),
n side: ∫₀^{x_1} (4πN_D/ε)(x_1 − x) dx = 2πN_D x_1²/ε.

Their sum is the whole drop across the junction:

V + V_bi = a x_1², a = (2πN_D/ε)(1 + N_D/N_A).

Q: That is one junction. The layer has two, and they might disturb each other.

A: Not while a neutral slice separates them. The field is zero in that slice, so each junction can be solved alone. With equal p regions the lower junction is the mirror image of the upper one and also depletes a width x_1. The sheet density of electrons left in the layer is

N_s = N_D(d − 2x_1), x_1 = √((V + V_bi)/a).

As V rises both edges move inward. They meet when x_1 = d/2, and there

V_pin + V_bi = a d²/4.

Inserting a,

V_pin = (πN_D d²/2ε)(1 + N_D/N_A) − V_bi.

When N_A ≫ N_D the bracket tends to 1. To reach SI units, replace 4π by 1/ε0 and restore the charge. The heavily doped result is then

V_pin = eN_D d²/(8εε0) − V_bi.

The 8 has two sources: a uniform charge gives half the square of its width, and that width is d/2.

Q: Put numbers in.

A: Take rough values suggested by a silicon pinned photodiode, with the heavy doping of its surface p layer placed on both sides to keep the symmetry (in real diodes the lower side is usually doped far less): N_D = 6×10¹⁶ cm⁻³, d = 400 nm, N_A = 5×10¹⁸ cm⁻³ on both sides, ε = 11.7, n_i = 10¹⁰ cm⁻³ and T = 300 K, so that kT = 0.02585 eV. The built-in voltage is

V_bi = 0.02585 V × ln(3×10¹⁵) = 0.921 V.

The drop for infinite N_A is

eN_D d²/(8εε0) = 1.856 V.

The bracket is 1 + 0.012, which brings the total drop to 1.878 V. Hence

V_pin = 1.878 V − 0.921 V = 0.957 V,

or 0.0352 atomic units. Each p region is depleted over 200 nm × 0.012 = 2.4 nm. Almost all of the drop therefore lies in the n layer.

Q: Your formula turns negative for a thin layer. Is that nonsense?

A: It has a meaning. The drop scales as d², so V_pin = 0 at

d_0 = d √(V_bi/(V_pin + V_bi)) = 400 nm × √(0.921/1.878) = 280 nm,

with both dopings held fixed. In the abrupt model a thinner layer has no neutral slice even at V = 0, because the built-in voltage alone depletes it. Such a layer has no well of the kind described here to fill between V = 0 and V_pin. The threshold is not sharp at 300 K: a 280 nm layer still holds about 700 electrons per µm² at V = 0, and a 260 nm layer about 55.

For a thicker layer the stored charge follows from the same equations. Since a = 4(V_pin + V_bi)/d²,

N_s = N_D d [1 − √((V + V_bi)/(V_pin + V_bi))].

Here N_D d is 24 000 per µm², and at V = 0 the square root is 0.700. The layer then holds about 7200 electrons per µm².

Q: Suppose I keep lowering the electron level after full depletion. Why does the potential not follow?

A: Because the potential has lost its link to that level. Before depletion, E_n entered through the neutral slice, whose potential had to be V + V_bi. Afterwards the charge consists of fixed donors and acceptors, and the boundary values are set by the grounded p regions. None of these contains V. In the n layer the solution is

φ(x) = φ_max − (2πN_D/ε)(x − d/2)², φ_max = V_pin + V_bi.

Raising V further removes the remaining electrons but leaves this parabola in place. That is the pinning. The steepest slope is at the junctions, where |x − d/2| = d/2:

F = 2πN_D d/ε,

which is 0.186 MV/cm in the example.

For a photodiode this means that the potential of the emptied layer is set by its doping and thickness. Complete transfer of the electrons still needs a receiving node that stays at a higher potential throughout, and a path without a barrier. The one-dimensional model guarantees neither.

Q: You made the two p regions equal. In many devices the lower one is doped far less.

A: Then call the acceptor densities N_1 and N_2, with a_i = (2πN_D/ε)(1 + N_D/N_i). Each junction obeys

V + V_bi,i = a_i x_i².

The built-in voltages differ by

Δ = V_bi,1 − V_bi,2 = kT ln(N_1/N_2).

The neutral p regions have the same hole level but different hole densities, so their electrostatic potentials differ by Δ. Subtract the two junction equations and set x_2 = d − x_1 for full depletion:

a_1x_1² − a_2(d − x_1)² = Δ,
(a_1 − a_2)x_1² + 2a_2d x_1 − (a_2d² + Δ) = 0.

The root that stays finite when a_1 → a_2 is

x_1 = [−a_2d + √R]/(a_1 − a_2),
R = a_2²d² + (a_1 − a_2)(a_2d² + Δ) = a_1a_2d² + (a_1 − a_2)Δ.

Multiply numerator and denominator by a_2d + √R. The numerator becomes R − a_2²d² = (a_1 − a_2)(a_2d² + Δ), and the factor a_1 − a_2 cancels:

x_1 = (a_2d² + Δ)/(a_2d + √R), V_pin = a_1x_1² − V_bi,1.

The result applies if 0 < x_1 < d and if both p regions are thick enough to keep a neutral part. Equal sides give Δ = 0 and x_1 = d/2, as before.

Now keep the layer and the top region fixed and lower N_2. At 10¹⁷ cm⁻³ V_pin is 1.455 V. At 10¹⁵ cm⁻³ it is 5.0 V, and the lower region is depleted over 2.7 µm. The lightly doped side takes up much of the voltage, and the potential maximum moves towards it. So "heavily doped" is a real condition on both sides, and the symmetric formula must not be used for a layer on a lightly doped substrate.

Q: I also distrust the sharp depletion edges. Holes at 300 K do not stop at a line.

A: They do not, and the effect can be followed through a first integral. Take the emptied layer with equal sides and keep the holes, p = N_A exp(−φ/kT). With fixed charge C, Poisson's equation is φ'' = −(4π/ε)(C + p). Multiply by φ' and use pφ' = −kT p':

d/dx [φ'²/2 + (4π/ε)(Cφ − kT p)] = 0.

On the p side C = −N_A, and deep inside φ = 0, φ' = 0 and p = N_A. Therefore

φ'²/2 = (4π/ε)[N_Aφ − kT(N_A − p)].

On the n side C = N_D, and at the maximum φ' = 0 with p negligible. Therefore

φ'²/2 = (4π/ε)[N_D(φ_max − φ) + kT p].

At the junction both expressions hold, and the terms in p cancel:

φ_j = (N_D φ_max + kT N_A)/(N_A + N_D).

Without the hole tails the second term in the numerator would be absent. For N_A ≫ N_D the tails thus raise the junction potential by about kT.

To get φ_max itself I solved Poisson's equation with Boltzmann electrons and holes on a grid, by finite differences and Newton iteration. The maximum of the emptied layer lies 28 mV above the abrupt value, and φ_j is 48 mV instead of 22 mV. Most of the rise is therefore at the junction. The remaining 2 mV or so comes from holes that spill into the n layer and add to its positive charge. If kT is reduced tenfold with V_bi held fixed, the rise falls to 2.6 mV. The abrupt formula is the limit of small kT.

Q: Then let N_A grow without bound at 300 K. V_bi grows as kT ln N_A. Does V_pin sink for ever?

A: The abrupt formula says so, and there it fails. The spilled holes raise the drop inside the layer by

δ = (4π/ε) ∫₀^{d/2} x p dx,

because integrating Poisson's equation from the maximum to the junction weights each charge by its distance x from the junction. For very large N_A, φ_j tends to kT, and the hole density at the junction is p_j = N_A/e, with e = 2.718 here. Close to the junction the holes then dominate the n-side first integral, so

φ' = √(8πkT p/ε), p' = −pφ'/kT.

The solution is

p = εkT/[2π(x + b)²], b = √(εkT/(2πp_j)).

It holds up to a distance L at which the layer's own field takes over, and L does not depend on N_A. For L ≫ b,

δ ≈ 2kT ∫₀^L x dx/(x + b)² ≈ 2kT [ln(L/b) − 1].

Since b varies as N_A^(−1/2), δ grows as kT ln N_A. This matches the growth of V_bi, and V_pin = φ_max − V_bi levels off. The order of limits therefore matters: the abrupt limit comes first, then heavy doping. The argument also keeps Boltzmann statistics, which fail for holes at such densities.

The example is below this regime. Hole dominance needs kT p_j ≫ N_D φ_max, or N_A well above roughly 10¹⁹ cm⁻³.

Q: Electrons have tails too. Is the layer really empty at V_pin?

A: No. The same numerical solution leaves about 500 electrons per µm² at V = V_pin, some 7% of the 7200 that the abrupt formula stores at V = 0. At V_pin + 0.2 V about 3 per µm² remain. Full depletion is a smooth passage, spread over roughly 0.3 V around V_pin. The electron density at the potential maximum is still 0.45 N_D at 6kT below V_pin, and it falls to 0.007 N_D at 6kT above.

If the potential stayed fixed, 0.2 V would reduce the electron density by exp(0.2/0.02585), more than two thousand. The actual reduction is about 160. The leftover electrons depress the potential maximum by their own negative charge. As they leave, the maximum rises and holds the others more strongly.

At V = 0 the solution with mobile carriers stores about 7700 electrons per µm², 8% above the abrupt formula. The capacity formula is good at that level here.

Q: How does this compare with a device that someone would build?

A: Pinned photodiodes in silicon CMOS image sensors have pinning voltages of very roughly 0.5 to 1.5 V, so the example lies in the usual range. The assumption of a uniform, abrupt donor layer is the one to worry about, because the layer is made by implantation and its profile is graded. The lower region is also often a lightly doped epitaxial layer, and the donor dose must then be chosen for that structure; the 5.0 V found above shows what happens if it is not.

The effect of grading follows from the same distance-weighted integral. For a symmetric profile N(x) the drop in the layer is

(4π/ε) ∫₀^{d/2} x N(x) dx.

Take N = 2N_D sin²(πx/d) = N_D[1 − cos(2πx/d)], which has the same total dose as the uniform layer. Integrating by parts,

∫₀^{d/2} x cos(2πx/d) dx = −d²/(2π²),

so d²/8 is replaced by d²/8 + d²/(2π²). The drop grows by the factor 1 + 4/π² = 1.405, and the potential maximum rises by 0.75 V. Donors near the centre are farther from the grounded regions and count for more. The donor density at the maximum has doubled, which raises V_bi there by kT ln 2, or 0.02 V, and V_pin rises by slightly less than the maximum. Dose alone therefore does not fix the pinning voltage.

Q: And the finite width of a pixel?

A: Grounded side walls pull the maximum down. I solved the two-dimensional Poisson equation by finite differences for a uniformly charged rectangle, 400 nm thick and 1000 nm wide, with zero potential on all four sides. The central potential is 4.1% below that of an infinitely wide layer, or 76 mV. That is the effect of one pair of side walls. A square pixel, 1000 nm on each side and grounded on all its walls, loses about 7%, or 135 mV. Narrower diodes lose more, since the walls come closer to the centre.

Q: What about manufacturing spread and temperature?

A: The relative spread is amplified, because the total drop V_pin + V_bi varies with doping and thickness and is larger than V_pin, while V_bi hardly changes. With N_A ≫ N_D and small changes,

δV_pin ≈ (V_pin + V_bi)(δN_D/N_D + 2δd/d),

apart from a change of order kT δN_D/N_D in V_bi. In the example a 5% increase of N_D at fixed d raises V_pin from 0.957 to 1.051 V. A 5% increase of d at fixed N_D raises it to 1.149 V.

Temperature acts mainly through V_bi; the hole tails, which grow with kT, add only about 0.1 mV per kelvin. Let n_i vary as T^(3/2) exp(−E_g/2kT), with the Varshni form for silicon's gap E_g. At 333 K V_bi falls to 0.881 V and V_pin rises to 0.997 V, about 1.2 mV per kelvin. This holds ε fixed; silicon's permittivity grows by roughly 10⁻⁴ per kelvin, which takes back 0.15 to 0.2 mV per kelvin.

Q: At 5×10¹⁸ cm⁻³ you should also doubt the band structure and the statistics.

A: Fermi–Dirac statistics for the holes, with a rough valence-band density of states of 3×10¹⁹ cm⁻³, raise V_bi and so lower the abrupt value of V_pin by 1.5 mV. They also strengthen the hole tails slightly, which cancels about half of this. Incomplete ionization of the acceptors, which I excluded at the start, is a larger effect: an empirical model for boron leaves roughly 80% ionized at this density, which raises V_pin by about 5 mV. Band-gap narrowing can matter more. It reduces V_bi by at most the sum of the narrowings on the two sides. The empirical Slotboom–de Graaff model puts that sum at 74 mV, so V_pin could be higher by up to that amount. How much of it is realized depends on how the narrowing is shared between the two bands.

Q: Will the junctions survive the field, and may the electrons be treated classically?

A: The peak field is 0.186 MV/cm in the abrupt model and about 0.20 MV/cm with the spilled holes. Both are well below the breakdown field, roughly 0.54 MV/cm, that an empirical fit for silicon gives at this donor density. For band-to-band tunnelling without the help of traps, take a triangular barrier of height E_g and a rough mass m = 0.2. At 0.186 MV/cm the WKB exponent is

2 ∫₀^{E_g/F} √(2m(E_g − Fx)) dx = 4√(2m) E_g^(3/2)/(3F) ≈ 196,

which makes this process negligible. The number is a lower estimate, because the field falls along the roughly 75 nm path; on the potential of the abrupt model the exponent is about 234. Leakage through traps is a separate matter that the estimate does not cover.

The empty layer is a harmonic well for electrons. At distance s from the maximum the potential energy rises by 2πN_D s²/ε. Setting this equal to mω²s²/2 gives

ω = √(4πN_D/(εm)).

For a layer normal to [001], silicon's conduction valleys have m of about 0.92 or 0.19 in that direction. The zero-point energies ω/2 are 1.4 and 3.1 meV, small beside kT = 26 meV. Classical electrons are adequate at 300 K.

Q: So how many digits of 0.957 V would you defend?

A: As the value of the abrupt model for the stated inputs, all three. As a prediction for a fabricated diode, not even the first decimal without its doping profile. Hole tails shift the result by tens of millivolts, side walls by roughly a hundred, and gap narrowing may add up to 74 mV, while the grading considered here shifts it by nearly three quarters of a volt.

Numerical values quoted here were computed with a short program.
